# Parallel-Pumping Threshold of a Macrospin: Linewidth, Ellipticity and the Circular Limit, part 2

A macrospin with magnetization direction $\mathbf m$, $|\mathbf m|=1$, has its equilibrium along $x$. A static field $B_0$ and a pump field $b\cos\omega_pt$ both point along $x$. We seek the pump amplitude $b_{\rm th}$ above which a small precession grows when $\omega_p$ is near twice the resonance frequency $\omega_0$. Fields are in tesla; $\omega$ denotes angular frequency.

The small transverse components $y=m_y$ and $z=m_z$ obey

$$\begin{aligned}(1+\alpha^2)\dot y&=-(\omega_2+P)z-\alpha(\omega_1+P)y,\\
(1+\alpha^2)\dot z&=(\omega_1+P)y-\alpha(\omega_2+P)z.\end{aligned} \tag{9}$$

Here $\alpha\ll1$ is the Gilbert damping, $\gamma$ the gyromagnetic ratio and $P(t)=\gamma b\cos\omega_pt$. The stiffness frequencies are $\omega_i=\gamma B_i$, with $B_1=B_0+\mu_0M_s(N_y-N_x)$ and $B_2=B_0+\mu_0M_s(N_z-N_x)$, where $M_s$ is the saturation magnetization and $N_x,N_y,N_z$ are the demagnetizing factors.

The resonance is at $\omega_0=\sqrt{\omega_1\omega_2}$, the amplitude decays at $\Gamma=\alpha(\omega_1+\omega_2)/2$, and the full linewidth in field is $\Delta B=2\alpha\omega_0/\gamma$. The ellipticity measure is $D=(\omega_2-\omega_1)/(\omega_2+\omega_1)$. A power balance that assumed the most favourable pump phase gave $b_{\rm th}=\Delta B/D$.

With $y=sY$, $z=Z/s$, $s=(\omega_2/\omega_1)^{1/4}$ and $r=1/s^2$, the combination $c=Y+iZ$ obeys $\dot c=i\omega_0c$ in free motion. The pump adds to $\dot c$

$$-rPZ+\frac{i}{r}PY=\frac{iP}{2}\left[\left(\frac1r+r\right)c+\left(\frac1r-r\right)c^*\right]
=\frac{iP}{2\omega_0}\left[(\omega_1+\omega_2)c+(\omega_2-\omega_1)c^*\right]. \tag{17}$$

The damping adds $-\Gamma c+\tfrac12\alpha(\omega_2-\omega_1)c^*-\alpha Pc$.

The element of Part 1 is a flat elliptical cylinder of $100\times60\times5$ nm, with its long axis along $x$, thickness $d=5$ nm along $z$ and volume $V$. It has $M_s=800$ kA/m, $\mu_0M_s=1005.3$ mT, $\alpha=0.01$ and a bias $B_0=50$ mT. Its factors are $N_x=0.0511$, $N_y=0.1026$ and $N_z=0.8463$, so $B_1=101.8$ mT and $B_2=849.4$ mT. With $\gamma/2\pi=29.39$ GHz/T, the resonance lies at 8.64 GHz and the pump at 17.29 GHz; $\Gamma=0.878\ {\rm ns^{-1}}$, $\Delta B=5.88$ mT and $D=0.786$.

### Slow amplitude

Write $c=C(t)\,e^{i\omega_pt/2}$ and let $\nu=\omega_p/2-\omega_0$ be the detuning. After division by the exponential, every term in $c^*$ carries $e^{-i\omega_pt}$. For the pump term,

$$P\,e^{-i\omega_pt}=\frac{\gamma b}{2}\left(1+e^{-2i\omega_pt}\right),$$

and the constant 1 survives an average over a pump period. The other terms oscillate at $\omega_p$ or $2\omega_p$ and average out if they change $C$ little within one period. What remains is

$$\dot C=-(\Gamma+i\nu)C+i\kappa C^*,\qquad \kappa=\frac{\gamma b(\omega_2-\omega_1)}{4\omega_0}. \tag{18}$$

The largest dropped term is the one in $c$ from (17). It swings the phase by $\gamma b(\omega_1+\omega_2)/(2\omega_0\omega_p)$, which at threshold equals $\Gamma/(\omega_0D)$. The average is therefore justified for

$$\frac{\Gamma}{\omega_0D}\ll1. \tag{19}$$

For the element of Part 1 this ratio is 0.021. Condition (19) fails when damping is strong, when the soft stiffness is so small that $\omega_0$ approaches $\Gamma$, and when $D$ is small.

### Growth rate and threshold

Set $C=e^{i\pi/4}(U+iW)e^{-\Gamma t}$ with real $U$ and $W$. Because $i\,e^{-i\pi/4}=e^{i\pi/4}$, equation (18) separates into

$$\dot U=\kappa U+\nu W,\qquad \dot W=-\nu U-\kappa W. \tag{20}$$

The matrix has zero trace and determinant $\nu^2-\kappa^2$, so its eigenvalues are $\pm\sqrt{\kappa^2-\nu^2}$. For $\kappa\le|\nu|$ they have no real part and the amplitude decays at $\Gamma$. For $\kappa>|\nu|$ the larger net growth rate is

$$\lambda=-\Gamma+\sqrt{\kappa^2-\nu^2}. \tag{21}$$

It becomes positive at $\kappa=\sqrt{\Gamma^2+\nu^2}$. At exact tuning, $\nu=0$, this reads $\kappa=\Gamma$, or

$$b_{\rm th}=\frac{4\Gamma\omega_0}{\gamma(\omega_2-\omega_1)}=\frac{2\alpha\omega_0}{\gamma}\,\frac{\omega_1+\omega_2}{\omega_2-\omega_1}=\frac{\Delta B}{D}. \tag{22}$$

With detuning the threshold becomes $b_{\rm th}\sqrt{1+(\nu/\Gamma)^2}$.

At $\nu=0$ the component $U$ is fed and $W$ is damped more strongly than without the pump. Any initial tilt with some $U$ in it is thus turned into the phase that the power balance had to assume. Both signs of $U$ grow equally, so two precession phases half a turn apart are available.

For the element of Part 1, equation (22) gives $b_{\rm th}=5.88/0.786=7.48$ mT, or about 75 Oe. A numerical solution of (9) without the averaging can be set beside it. Two independent initial vectors are carried through one pump period $T$ by a fourth-order Runge–Kutta method. The eigenvalue $\mu$ of largest modulus of the resulting matrix gives the growth rate $\ln|\mu|/T$, whose zero is the threshold. This is the Floquet method, and it yields 7.49 mT.

### Dependence on the linewidth

At fixed shape and bias, $\omega_0$ and $D$ do not depend on $\alpha$, and the threshold is proportional to the linewidth. For $\alpha=0.005$, 0.01 and 0.02 the linewidths are 2.94, 5.88 and 11.76 mT, and the thresholds from (22) are 3.74, 7.48 and 14.97 mT. Within the range of (19) and with both stiffnesses positive, $D<1$, so the threshold stays above the linewidth however flat the ellipse.

A change of bias is a different experiment, because it alters $\omega_0$, $\Delta B$ and $D$ together. The difference $B_2-B_1=\mu_0M_s(N_z-N_y)$ stays fixed while the sum grows, so the orbit becomes rounder. For the same element with $\alpha=0.01$:

| Bias (mT) | $D$ | $\Delta B$ (mT) | $b_{\rm th}$ (mT) |
|---|---|---|---|
| 50 | 0.786 | 5.88 | 7.48 |
| 200 | 0.598 | 10.0 | 16.8 |
| 500 | 0.404 | 16.9 | 41.9 |
| 1000 | 0.262 | 27.5 | 105 |

From the first row to the last the linewidth grows by a factor of 4.7 and $1/D$ by a factor of 3.0. Together they raise the threshold fourteenfold. In this model a low bias favours parallel pumping as long as $\omega_0$ remains far above $\Gamma$.

### Exactly circular precession

Let $\omega_1=\omega_2=\omega$, as for a circular disc magnetized along its normal. With $a=y+iz$, equations (9) combine into a single one:

$$(1+\alpha^2)\,\dot a=(i-\alpha)\left[\omega+P(t)\right]a. \tag{23}$$

Its solution has the modulus

$$|a(t)|=|a(0)|\exp\left\{-\frac{\alpha}{1+\alpha^2}\left[\omega t+\frac{\gamma b}{\omega_p}\sin\omega_pt\right]\right\}. \tag{24}$$

The pump makes the amplitude breathe within each period, but the mean decay rate is $\alpha\omega/(1+\alpha^2)$ for every $b$. The state $\mathbf m=\hat{\mathbf x}$ has no linear parametric instability at any pump amplitude. Physically, $m_x$ is constant on a free circular orbit, so without damping a longitudinal field does no work on it. With damping, the breathing of the amplitude lets the pump do some work, but by (24) this never leads to net growth. This holds for the uniform mode only. In a real disc the dipolar field makes nonuniform modes elliptical, and a pump tuned to twice the frequency of such a mode, or to the sum of two mode frequencies, can still excite them at a finite amplitude.

### Nearly circular precession

Equation (22) reaches this limit as a $1/D$ divergence, but condition (19) is violated on the way. To first order in $D$ the ratio $\Gamma/\omega_0$ is $\alpha$, so trouble starts when $D$ becomes comparable with $\alpha$. The phase swing must then be kept in full.

Let $A=(\omega_1+\omega_2)/2$ and $\delta=(\omega_2-\omega_1)/2=DA$, with $D\ll1$. For $a=y+iz$ the lossless part of (9) is

$$-(A+\delta+P)z+i(A-\delta+P)y=i(A+P)a-i\delta a^*,$$

because $-\delta z-i\delta y=-i\delta(y-iz)$. The damping adds $-\alpha(A+P)a$ and a term $\alpha\delta a^*$, which is smaller than $-i\delta a^*$ by the factor $\alpha$ and is dropped. To first order in $\delta$, $\omega_0=A$ and the pump frequency is $\omega_p=2A$. Now remove the whole motion that the pump imposes on a circular orbit:

$$a=C\,e^{i\varphi-\alpha(\gamma b/\omega_p)\sin\omega_pt},\qquad \varphi=\frac{\omega_pt}{2}+\frac{\gamma b}{\omega_p}\sin\omega_pt.$$

The real factor is the same in $a$ and $a^*$ and cancels, leaving

$$\dot C=-\Gamma C-i\delta\,e^{-2i\varphi}C^*,\qquad 2\varphi=\omega_pt+X\sin\omega_pt,\qquad X=\frac{2\gamma b}{\omega_p}=\frac{\gamma b}{\omega_0}. \tag{25}$$

Since $\delta$ and $\Gamma$ are both small compared with $\omega_p$, the exponential may be replaced by its mean over a period, however large $X$ is. By the integral representation of the Bessel functions that mean is $J_{-1}(X)=-J_1(X)$. Equation (25) thus becomes (18) with $\nu=0$ and $\kappa=\delta J_1(X)$. For small $X$, $J_1(X)\simeq X/2$ restores the earlier coupling. At the first threshold

$$J_1\!\left(\frac{\gamma b_{\rm th}}{\omega_0}\right)=\frac{\Gamma}{\delta}=\frac{\alpha}{D}. \tag{26}$$

The first maximum of $J_1$ is 0.582, at $X=1.84$. Later extrema are smaller in magnitude. To see this, write Bessel's equation as $J_1''+J_1'/X+QJ_1=0$ with $Q=1-1/X^2$. For $X>1$ the quantity $J_1^2+J_1'^2/Q$ has the derivative $-J_1'^2\,[2/(XQ)+Q'/Q^2]\le0$, and at each extremum it equals $J_1^2$. Equation (26) therefore has a solution when

$$D>\frac{\alpha}{0.582}=1.72\,\alpha. \tag{27}$$

Below this depth no pump amplitude at $2\omega_0$ destabilizes the spin, to first order in $D$ and $\alpha$. A stronger pump spreads the precession over more sidebands and does not keep raising the resonant coupling. Just above the limit the instability occupies a window of amplitudes and disappears again when $J_1$ has fallen below $\alpha/D$.

The next table isolates ellipticity. It holds $\omega_0$ and $\alpha=0.01$ fixed, so the linewidth is fixed too. The last column is the Floquet threshold.

| $D$ | $1/D$ | $b_{\rm th}/\Delta B$ |
|---|---|---|
| 0.5 | 2.00 | 2.00 |
| 0.2 | 5.00 | 5.01 |
| 0.05 | 20.0 | 20.4 |
| 0.02 | 50.0 | 60.3 |
| 0.015 | 66.7 | none found |

At $D=0.02$ equation (26) also gives 60.3, a fifth above the weak-pump law. At $D=0.015$, below the limit of 0.0172, a scan of amplitudes up to $8\,\omega_0/\gamma$ found no growth.

### Using the threshold in a simulation

The state $\mathbf m=\hat{\mathbf x}$ solves the equation of motion at every pump amplitude. A noise-free run started exactly there shows nothing, so a small initial tilt is needed. At exact tuning the growth rate is $\Gamma(b/b_{\rm th}-1)$, and an increase of the tilt by a factor $G$ takes

$$t_G=\frac{\ln G}{\Gamma(b/b_{\rm th}-1)}. \tag{28}$$

For the example at 20% above threshold the tilt grows by a factor $e$ in 5.7 ns and by a factor 100 in about 26 ns. A shorter run can be mistaken for a run below threshold. The linear theory does not give the final amplitude, because it leaves out nonlinear effects such as the shift of the resonance frequency with angle.

### The model beside a real element

The material parameters are rough typical values for permalloy, and the size is that of a lithographic nanoelement. The damping depends on the layers around the element as well, since an adjacent heavy metal can raise it. If $\alpha$ were 0.02, the threshold would double to 15 mT.

Thermal motion shifts the resonance frequency, and at exact tuning this shift changes the linear threshold only slightly. Equipartition gives a mean square in-plane angle $k_BT/(M_sVB_1)$, which at 300 K is an rms angle of 2.7°. An undamped orbit of energy $k_BT$, integrated numerically, has a frequency 6.7 MHz below the small-angle value. The half linewidth is $\Gamma/2\pi=140$ MHz, so by the detuning law this shift raises the threshold by about 0.1%. Thermal motion does provide the initial tilt, and the pump amplifies it already below threshold. It matters more when $\omega_p/2$ lies below $\omega_0$. The resonance of this element falls with amplitude, so a large orbit can then tune itself into resonance and persist below the linear threshold $b_{\rm th}\sqrt{1+(\nu/\Gamma)^2}$. At $\nu=-\Gamma$ and 300 K thermal kicks often carry the macrospin into this orbit within tens of nanoseconds, already at $1.1$ to $1.2\,b_{\rm th}$.

Real elements break the assumption of uniform magnetization. Its size can be estimated from the lowest nonuniform mode along the length, taken as a plane wave with $k=\pi/(100\ {\rm nm})$. For an exchange stiffness of $A_{\rm ex}=13$ pJ/m, the exchange energy density $A_{\rm ex}|\nabla\mathbf m|^2$ adds $2A_{\rm ex}k^2/M_s=32$ mT to both stiffness fields. The charges on the two faces now alternate in sign along the length. The field of each face decays as $e^{-k|z|}$, and averaging over the thickness multiplies the out-of-plane demagnetizing field $\mu_0M_s$ of an extended film by $(1-e^{-kd})/(kd)=0.925$. Taking the same drop in field for the element lowers $B_2$ by 75 mT. In this plane-wave estimate the mode lies near 9.7 GHz, about 1 GHz above the uniform one, and its threshold at a pump frequency of 17.29 GHz would be about 68 mT.

This estimate is too favourable to the macrospin. The static demagnetizing field is strongest near the two ends, where the nonuniform mode is largest, and the charges on the side wall also alternate in sign along the length. Both effects lower the small stiffness field $B_1$ of this mode. Its true frequency can therefore lie much closer to the uniform one. With the pump near twice that frequency, its threshold can be comparable with that of the uniform mode, so 68 mT must not be taken as a safe limit below which only the uniform mode grows. The estimate also leaves out pairs of different modes whose frequencies add up to the pump frequency. The nonuniform field near the edges also shifts the main resonance, here by several linewidths. When the magnetization is allowed to vary in the plane (micromagnetic cells of 4 to 2 nm, one cell through the thickness), the main mode of this element lies near 8.1 GHz and the mode that is odd along the length near 8.6 GHz, both still drifting by up to 0.1 GHz with the cell size. A pump at 17.29 GHz then excites the odd mode first, at 8 to 10 mT, while the main mode needs about 30 mT there and about 7 mT at twice its own frequency. If the pump is kept at twice the calculated frequency while the true resonance lies 140 MHz away, then $|\nu|=\Gamma$ and the linear threshold of this resonance rises by 41% (with $\omega_p/2$ below the resonance a large orbit can set in earlier, as noted above), while a neighbouring mode may become unstable first. To excite a chosen mode at low amplitude, the pump should therefore be set close to twice the resonance frequency of that mode in the actual element, found by measurement or by a micromagnetic calculation that also shows which other modes lie nearby.
